# Diffuse Re-emission: Why the Polar Angle Must Not Be Drawn Uniformly

A feature-scale simulation of deposition can be used backwards: the film thickness at the bottom of a trench is compared with the thickness on the flat surface, and the sticking probability of the depositing species is adjusted until the simulation agrees. The answer depends on one line of the Monte Carlo code, the line that draws the polar angle of a molecule leaving a wall. In the trench treated below, with a film still too thin to change the trench's shape, the correct line returns a sticking probability of 0.10. A plausible wrong line, fitted to the same floor coverage, returns 0.14.

## The belief and its appeal

The wrong line rests on a reasonable thought. A molecule that has settled on a surface and come to thermal equilibrium with it has forgotten where it came from. It should leave "in a random direction". A direction is given by the polar angle $\theta$ from the local surface normal and an azimuth $\alpha$ around it. So one draws $\alpha$ uniformly from $(0,2\pi)$ and $\theta$ uniformly from $(0,\pi/2)$.

The azimuth is right: nothing distinguishes one tangential direction from another. The polar angle is wrong, because loss of memory does not make every variable uniform. If $\theta$ were uniform, $\theta^2$ would not be. Physics must say which variable is uniform, and the answer is $\sin^2\theta$.

The error also survives some natural checks. As shown below, the right and wrong rules have the same mean angle, 45°, and the same mean of $\sin^2\theta$, 1/2.

## What a surface in equilibrium emits

Consider a dilute gas with number density $n$ and isotropic velocities. Let $F(v)\,dv$ be the fraction of molecules with speed between $v$ and $v+dv$. A fraction $d\Omega/4\pi$ of them moves within the solid angle $d\Omega$ about a given direction. Those that cross an area $dA$ during $dt$, at angle $\theta$ to its normal, come from a slanted cylinder of length $v\,dt$ and volume $v\cos\theta\,dt\,dA$. Their number is

$$
dN=n\,F(v)\,dv\,\frac{d\Omega}{4\pi}\,v\cos\theta\,dA\,dt .
$$

Integration over speed replaces $v$ by its mean $\bar v$. The flux per solid angle is therefore $n\bar v\cos\theta/4\pi$. Over the hemisphere,

$$
\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi ,
$$

so the total flux is $J=n\bar v/4$, and the normalized distribution over solid angle is

$$
I(\theta)=\frac{\cos\theta}{\pi}.
$$

The cosine is a counting weight. The gas has no preferred direction, but molecules moving steeply towards the area cross it more often than those skimming past.

Now let the area lie just above a wall in equilibrium with the gas. The molecules moving away from the wall are part of the same isotropic gas, so their flux also follows $\cos\theta/\pi$. If every arriving molecule is accommodated and later released, these departing molecules are the re-emitted ones. If release keeps no memory of arrival, the same angular law holds when the arriving flux is no longer in equilibrium. These two assumptions, full accommodation and no memory, define diffuse re-emission here. Specular reflection, sputtered atoms and directed ions lie outside them.

To obtain the density in $\theta$, collect all azimuths. The ring between $\theta$ and $\theta+d\theta$ has solid angle $2\pi\sin\theta\,d\theta$, hence

$$
p(\theta)=2\pi\sin\theta\,\frac{\cos\theta}{\pi}
=2\sin\theta\cos\theta=\sin2\theta .
$$

The probability of an angle below $\theta$ is

$$
P(\theta)=\int_0^\theta 2\sin t\cos t\,dt=\sin^2\theta .
$$

A cumulative probability evaluated at its own random variable is uniform on $(0,1)$. Setting it equal to a uniform random number $U$ gives the rule

$$
\sin\theta=\sqrt U,\qquad \cos\theta=\sqrt{1-U}.
$$

There is a geometric picture. The tangential part of the unit direction vector has length $\rho=\sin\theta$. Since $\rho^2$ is uniform and the azimuth is uniform, equal areas of the unit disc receive equal numbers of molecules.

The effusion argument can be checked without using the integral. One million velocities were drawn from a Maxwell distribution and weighted by their speed normal to a plane. The weighted fraction with $\sin^2\theta<0.25$ was 0.2507, against the predicted 0.25.

## What the wrong rules emit

Any density $p(\theta)$ corresponds to an intensity $I=p/(2\pi\sin\theta)$. For uniform $\theta$, $p=2/\pi$, so

$$
I_{\rm angle}(\theta)=\frac{1}{\pi^2\sin\theta}.
$$

This intensity grows without limit towards the normal, though its integral is finite. It also stays above zero at grazing angles, where the cosine law falls to zero.

A second candidate makes all solid angles equally likely. Then $I=1/2\pi$, $p=\sin\theta$, and $\cos\theta$ is uniform. This describes the molecules *present* in an isotropic gas whose velocities point into the chosen hemisphere. It omits the factor $v\cos\theta$ that turns presence into crossing.

The hidden agreement between uniform $\theta$ and the cosine law can now be traced. The density $\sin2\theta$ is symmetric about 45°, and so is a constant. Both therefore have mean angle 45°. The function $\sin^2\theta-1/2=-\tfrac12\cos2\theta$ is antisymmetric about 45°, so it averages to zero under both laws. The mean cosine does separate them:

$$
\int_0^{\pi/2}2\sin\theta\cos^2\theta\,d\theta=\frac23,
\qquad
\frac2\pi\int_0^{\pi/2}\cos\theta\,d\theta=\frac2\pi .
$$

These are 0.667 and 0.637, a difference of under 5%. The tails differ far more. The cosine law sends $\sin^2 10^\circ=0.030$ of the molecules within 10° of the normal, and the same fraction within 10° of the surface. Uniform $\theta$ sends $10/90=0.111$ into each range, 3.7 times as many.

## The projected angle in a trench

For an infinitely long trench, only motion in the cross-section decides which surface is hit next. Let $\phi$ be the signed angle between the normal and the projected direction, and $\beta$ the elevation out of the cross-section. The unit direction has normal component $\cos\beta\cos\phi$, in-plane tangential component $\cos\beta\sin\phi$, and component $\sin\beta$ along the trench. Thus $\cos\theta=\cos\beta\cos\phi$ and $d\Omega=\cos\beta\,d\beta\,d\phi$. Integrating the cosine law over $\beta$ gives

$$
g(\phi)=\frac{\cos\phi}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac{\cos\phi}{2}.
$$

Its cumulative probability is $(1+\sin\phi)/2$. A two-dimensional code must therefore draw $\sin\phi$ uniformly from $(-1,1)$. The squared sine belongs to the three-dimensional polar angle, and carrying it over to $\phi$ would be a new error.

For uniform $\theta$, use $y=\sin\beta$, so that $dy=\cos\beta\,d\beta$ and

$$
\sin^2\theta=1-(1-y^2)\cos^2\phi=\sin^2\phi+y^2\cos^2\phi .
$$

The projected density becomes

$$
g_{\rm angle}(\phi)=\frac1{\pi^2}\int_{-1}^{1}
\frac{dy}{\sqrt{\sin^2\phi+y^2\cos^2\phi}}
=\frac{2\,\mathrm{arsinh}(\cot|\phi|)}{\pi^2\cos\phi}.
$$

As $|\phi|\to\pi/2$, $\cot|\phi|\approx\cos\phi$ and $\mathrm{arsinh}\,x\approx x$, so this density tends to $2/\pi^2$ instead of zero.

That limit controls long flights. A molecule leaving one wall of a trench of width $w$ travels more than a distance $h$ towards the mouth before crossing if $\phi>\arctan(h/w)$. For $h\gg w$ the remaining angular range is $\varepsilon\approx w/h$. The probabilities are

$$
\frac{1-\cos\varepsilon}{2}\approx\frac{w^2}{4h^2}
\quad\text{(cosine)},\qquad
\frac{2\varepsilon}{\pi^2}\approx\frac{2w}{\pi^2h}
\quad\text{(uniform }\theta).
$$

Their ratio, $8h/(\pi^2w)$, grows with distance. The wrong rule makes long jumps too common, and the error in this tail worsens as the trench deepens.

## A contradiction at zero sticking

Let two surface elements $dA_1$ and $dA_2$ be a distance $r$ apart, with the joining line at angles $\theta_1$ and $\theta_2$ to their normals. Seen from the first, the second fills the solid angle $\cos\theta_2\,dA_2/r^2$. If each emits a flux $J$, the flow from 1 to 2 is

$$
J\,I(\theta_1)\,\frac{\cos\theta_2}{r^2}\,dA_1dA_2 .
$$

The reverse flow has the indices exchanged. The two are equal for every pair of angles if $I(\theta_1)\cos\theta_2=I(\theta_2)\cos\theta_1$, which means that $I(\theta)/\cos\theta$ is constant. Among memoryless laws without azimuthal preference, the cosine law alone passes this requirement of reciprocity.

Now place a trench under an isotropic gas that supplies flux $J_0$ through the mouth, and let nothing stick. Try a uniform flux $J_0$ on all surfaces. With cosine emission, the flux arriving at element 2 from everything it sees, mouth included, is

$$
J_0\int\frac{\cos\theta_1\cos\theta_2}{\pi r^2}\,dA_1
=J_0\int\frac{\cos\theta_2}{\pi}\,d\Omega_2=J_0 .
$$

The uniform solution reproduces itself, whatever the depth. This is what equilibrium demands: a passive trench cannot create a permanent density difference.

The wrong rule does create one. Take a trench of width 200 nm and depth 1000 nm. Entering molecules follow the cosine law in every comparison here; only the re-emission law is changed. With uniform $\theta$ and zero sticking, the floor receives 0.93 of the outside flux, and the lowest quarter of the walls receives 0.71. With uniform solid angle the values are about 1.17 and 0.73. With the cosine law both are 1.00.

The missing flux on the wall has an identifiable origin. If walls and floor emitted equal flux per area, uniform $\theta$ would send 1.40 times as many molecules from walls to floor as from floor to walls. In addition, a wall element far below the mouth receives from it a flux of about $J_0w^2/4h^2$, by reciprocity of the entering cosine law, but sends the larger fraction $2w/\pi^2h$ of its own emission out. Summed over the whole depth, both imbalances drain the walls.

Zero sticking is thus a useful test of a code, because its answer is known without a reference simulation. A Monte Carlo run with 250,000 entering molecules gave a floor flux of $0.997\pm0.004$ for the cosine law and $0.928\pm0.003$ for uniform $\theta$, where the ranges are one standard error.

Path length provides another equilibrium check. Give all molecules the same speed $v$. A trench volume $V$ contains $nV$ molecules, which together travel $nVv$ per unit time. Through a mouth of area $A_m$, $nvA_m/4$ enter per unit time. The mean total path per entering molecule is the quotient,

$$
\frac{nVv}{nvA_m/4}=\frac{4V}{A_m}=4d
$$

for a trench of depth $d$. The predicted 4000 nm compares with 3989 nm in the cosine simulation.

## From flight directions to step coverage

Let a molecule stick with constant probability $s$ at each hit. Divide the surfaces into strips of width $\ell_j$ in the cross-section. Let $S_j$ be the probability that an entering molecule hits strip $j$ first, and $P_{ij}$ the probability that a molecule re-emitted from strip $i$ hits $j$ next. The expected number of hits per entering molecule obeys

$$
H_j=S_j+(1-s)\sum_iH_iP_{ij}.
$$

The first term counts direct arrivals; the second counts molecules that hit strip $i$, failed to stick and flew to $j$. If $N$ molecules enter through width $w$, the outside flux is proportional to $N/w$ and the strip flux to $NH_j/\ell_j$. Their ratio is $wH_j/\ell_j$. Deposition is $s$ times the flux both in the trench and on the flat top, so $s$ cancels and this ratio is the initial step coverage.

At $s=1$ the re-emission law drops out. A molecule entering at position $x$ across the mouth reaches the floor with probability

$$
\frac12\left[\frac{w-x}{\sqrt{d^2+(w-x)^2}}+\frac{x}{\sqrt{d^2+x^2}}\right],
$$

from the cumulative law $(1+\sin\phi)/2$ at the two floor corners. The two terms have equal averages over $x$, so the mean is

$$
\frac1w\int_0^w\frac{x\,dx}{\sqrt{d^2+x^2}}
=\frac{\sqrt{d^2+w^2}-d}{w}=\sqrt{1+A^2}-A,
$$

where $A=d/w$ is the aspect ratio. For $A=5$ this gives 0.099. With perfect sticking, a faulty re-emission line therefore does no harm. In a very shallow trench it also does little to the floor coverage, since $\sqrt{1+A^2}-A\to1$ and molecules leaving the floor mostly escape directly. The low walls are another matter: because the uniform-$\theta$ density stays at $2/\pi^2$ at grazing angles, a long floor sends them a flux that grows roughly as $(2/\pi^2)\ln(w/d)$. At $s=0.1$ the mean wall coverage is overstated by about 36% for $A=0.1$ and 77% for $A=0.01$.

For $s=0.1$ in the same trench, the fluxes relative to the flat surface are:

| Re-emission | Floor | Lowest quarter of walls |
|---|---:|---:|
| cosine | 0.381 | 0.326 |
| uniform $\theta$ | 0.461 | 0.305 |
| uniform solid angle | 0.597 | 0.340 |

These come from the strip equation. Halving the strip width from 10 to 5 nm moves the floor value for uniform $\theta$ by $2\times10^{-4}$; at 1.25 nm it reaches 0.4615, so its third digit is uncertain by one unit. Independent three-dimensional Monte Carlo gives $0.380\pm0.002$ and $0.461\pm0.002$ for the first two floor values. The remaining comparisons are in the numerical output.

Relative to the cosine result, uniform $\theta$ overstates floor coverage by $0.461/0.381-1\approx21\%$, while it understates the lower-wall coverage by about 6%. No single correction factor repairs both.

The sign of the floor error also changes. At zero sticking the wrong rule put too little flux on the floor; at $s=0.1$ it puts too much. A likely reason is that its long jumps carry molecules past intermediate wall hits, each of which would have cost a tenth of them. At zero sticking such hits cost nothing. The numbers agree with this reading but do not isolate the mechanism.

Depth magnifies the error in this case. At 2000 nm, with width and sticking unchanged, floor coverage is 0.169 with the cosine law and 0.285 with uniform $\theta$, an overstatement of 69%.

For the inverse problem, suppose 0.381 is the floor coverage to be matched. The uniform-$\theta$ model must increase sticking to about 0.14 to bring its excessive floor flux down. The fit then looks perfect at the floor while its parameter is about 40% too high.

## The same numbers beside a real process

For scale, take low-pressure oxide deposition from TEOS at roughly 1000 K and 0.5 Torr. The sticking probability of 0.1 cannot then be that of TEOS itself. At this pressure the flux $p/\sqrt{2\pi mk_BT}$ of TEOS molecules of mass $m$ is about $3.8\times10^{23}$ m$^{-2}$ s$^{-1}$. If a tenth of them each left one SiO$_2$ unit, at $2.2\times10^{28}$ units per m$^3$, the film would grow by 1.7 µm per second, thousands of times faster than the usual tens of nanometres per minute. In such a process 0.1 can only describe a much scarcer reactive species, for instance an intermediate formed from TEOS in the gas. With a rough molecular diameter of 0.7 nm, the mean free path $k_BT/(\sqrt2\,\pi D^2p)$, where $D$ is that diameter and $p$ the pressure, is about 95 µm. The mean path inside the trench is 1788 nm, so a molecule suffers about $1788/95{,}000\approx0.02$ gas collisions there. Free flight is a good approximation. For surface diffusion, take a hop of 0.3 nm and a desorption energy 0.5 eV above the diffusion barrier. With equal rate prefactors, a molecule makes about $e^{\Delta E/k_BT}$ hops before leaving, and a random walk covers the square root of that number: $0.3\,e^{\Delta E/2k_BT}\approx5.5$ nm, small beside the depth. This estimate depends strongly on the assumed energy: a difference of 1.0 eV would give about 100 nm, half the trench width, and surface diffusion could no longer be ignored. A wall taper of 1° with the mouth held at 200 nm, so that the floor narrows to 165 nm, lowers the floor coverage from 0.381 to 0.371; the same taper with the floor held at 200 nm and the mouth widened raises it to 0.43.

Two other assumptions shift the floor coverage much more than this taper does. A real trench narrows as it fills: with 30 nm of film on each wall and the depth held fixed, the instantaneous floor coverage drops to 0.26. And the sticking probability is an effective number that stands for surface chemistry, possibly involving more than one species and varying with flux. Values of 0.05 and 0.20 give floor coverages of 0.55 and 0.24. These shifts exceed the 21% sampling error, but they do not excuse it. They are physical uncertainties to be studied by changing physical inputs, whereas the sampling error is a mistake in the code and can be removed by replacing $\theta=\pi U/2$ with $\theta=\arcsin\sqrt U$.

## Calculated quantities

```
Trench width 200 nm, depth 1000 nm, sticking 0.10
Maxwell gas, flux fraction with sin^2 < 0.25: 0.2507
cosine: mean theta 45.00 deg, <cos> 0.6667, <sin^2> 0.5000
   fraction below 10 deg 0.0302, above 80 deg 0.0302
uniform angle: mean theta 45.00 deg, <cos> 0.6366, <sin^2> 0.5000
   fraction below 10 deg 0.1111, above 80 deg 0.1111
uniform solid angle: mean theta 57.30 deg, <cos> 0.5000, <sin^2> 0.6667
   fraction below 10 deg 0.0152, above 80 deg 0.1736
cosine: flow wall->floor / floor->wall 1.0000
uniform angle: flow wall->floor / floor->wall 1.3988
uniform solid angle: flow wall->floor / floor->wall 1.7779
Direct flux on floor at sticking 1: 0.0990
s=0.0 cosine: floor 1.0000, low wall 1.0000
   Monte Carlo floor 0.9966 +- 0.0038, low wall 0.9973
   mean total path 3989 nm
s=0.0 uniform angle: floor 0.9325, low wall 0.7141
   Monte Carlo floor 0.9284 +- 0.0033, low wall 0.7128
s=0.0 uniform solid angle: floor 1.1640, low wall 0.7312
   Monte Carlo floor 1.1662 +- 0.0041, low wall 0.7313
s=0.1 cosine: floor 0.3815, low wall 0.3256
   Monte Carlo floor 0.3803 +- 0.0017, low wall 0.3247
   mean total path 1788 nm
s=0.1 uniform angle: floor 0.4612, low wall 0.3052
   Monte Carlo floor 0.4613 +- 0.0018, low wall 0.3047
s=0.1 uniform solid angle: floor 0.5970, low wall 0.3399
   Monte Carlo floor 0.5944 +- 0.0023, low wall 0.3382
Mesh 10 -> 5 nm, cosine: floor shift -1.8e-05
Mesh 10 -> 5 nm, uniform angle: floor shift 2.0e-04
Floor error of uniform angle: 20.9 %
Sticking inferred with uniform angle: 0.1404
Depth 2000 nm: floor cosine 0.1688, uniform angle 0.2848
Gas: 1000 K, 0.5 Torr, molecule diameter 0.7 nm
Mean free path 95137 nm, collisions per molecule 0.0188
After 30 nm film on each wall: floor 0.2608
Wall taper 1 deg (floor 165 nm wide): floor 0.3706
Sticking 0.05: floor cosine 0.5534
Sticking 0.20: floor cosine 0.2396
Surface diffusion: hop 0.3 nm, gap 0.5 eV, length 5.5 nm
```
